# Stable double-precision evaluation of relativistic exchange factors of the electron gas

## Definitions and conventions

The system is a uniform, unpolarized electron gas with Fermi wave number $k_F$. Exchange is the first-order energy of one photon exchanged between occupied positive-energy Dirac plane waves; negative-energy states are left out (the no-pair model). Define

$$\beta=\frac{\hbar k_F}{mc},\quad t=\beta^2,\quad \eta=\sqrt{1+t},\quad A=\operatorname{arsinh}\beta,\quad w=\frac{\eta-A/\beta}{\beta}.$$

In atomic units $\beta=\alpha_{\rm fs}k_F$, with $\alpha_{\rm fs}$ the fine-structure constant. The factors multiply the nonrelativistic exchange energy: $\Phi_L$ gives the instantaneous Coulomb part, $\Phi_T$ the retarded transverse part (Coulomb gauge), and $\Phi_0=\Phi_L+\Phi_T$ the total. Their closed forms, derived below, are

$$\Phi_0=1-\tfrac32w^2,$$
$$\Phi_L=\tfrac56+\frac1{3t}+g-\ell-\tfrac12w^2,\qquad \Phi_T=\tfrac16-\frac1{3t}-g+\ell-w^2,$$
$$g=\frac{2\eta A}{3\beta},\qquad \ell=\frac{(1+t)^2\ln(1+t)}{3t^2}.$$

Double precision means rounding to nearest with $u=2^{-53}\approx1.11\times10^{-16}$. The input $\beta$ is taken as exact, and error bounds are to first order in $u$.

## The scheme

For $\beta\le\tfrac12$ use 25 terms of a power series in $t$; above, use the closed forms with library functions `asinh` and `log1p`.

```
setup, in rational arithmetic:
  sigma = 1
  for n = 1..25:
    sigma = sigma * 2n/(2n+1)
    a0[n] = (-1)^n * 3 sigma/(n+2)
    aL[n] = (-1)^n * 2((n-1)sigma + 1/(n+1))/(3n(n+2))
    aT[n] = (-1)^n * ((7n+2)sigma - 2/(n+1))/(3n(n+2))
  round each coefficient once to double

factors(beta):
  t = beta*beta
  if beta <= 0.5:
    for each table a:
      p = a[25]
      for n = 24..1: p = a[n] + t*p
      d = t*p
    return 1+d0, 1+dL, dT
  s = 1+t;  eta = sqrt(s);  A = asinh(beta)
  w = (eta - A/beta)/beta
  i = 1/(3*t);  g = 2*eta*A/(3*beta)
  l = s*s*log1p(t)/(3*t*t)
  return 1 - 3*w*w/2,
         5/6 + i + g - l - w*w/2,
         1/6 - i - g + l - w*w
```

The series branch costs 24 multiplications and 24 additions per factor, plus one multiplication by $t$, and stores 75 coefficients. The closed branch needs one square root, one `asinh` and one `log1p`. If the small corrections $\Phi_0-1$ or $\Phi_L-1$ are wanted, return `d0` or `dL` directly: adding 1 and subtracting it again discards their digits.

## Derivation of the closed forms

**The integrals.** Set $\hbar=m=c=1$, so that momenta run up to $\beta$. Let $E,E'$ be the energies at $\mathbf p,\mathbf k$, and $\mathbf q=\mathbf p-\mathbf k$, $\omega=E-E'$. With $h_p=\boldsymbol\alpha\cdot\mathbf p+\gamma_0$, the projector on positive energy is $\Lambda_p=(1+h_p/E)/2$. The exchange energy per volume is

$$-\frac{4\pi e^2}{2(2\pi)^6}\iint d^3p\,d^3k\left[\frac R{q^2}-\frac T{q^2-\omega^2}\right],$$

where $R=\mathrm{Tr}\,\Lambda_p\Lambda_k$ and $T=\sum_{ij}(\delta_{ij}-q_iq_j/q^2)\mathrm{Tr}\,\Lambda_p\alpha_i\Lambda_k\alpha_j$. Since $dE/dp=p/E<1$, $|\omega|<q$ and retardation adds no pole.

Nonrelativistically $R\to2$ and $T\to0$. With $L=\ln|(p+k)/(p-k)|$, angular integration gives $\iint d^3p\,d^3k/q^2=8\pi^2\iint pkL\,dp\,dk$. The $\beta$-derivative of the last double integral is $2\beta\int_0^\beta kL(\beta,k)dk$. Integrating by parts with $(k^2-\beta^2)/2$ and $\partial_kL=2\beta/(\beta^2-k^2)$ makes this $2\beta^3$, so $\iint pkL=\beta^4/2$ and the normalizing integral is $4\pi^2\beta^4$. Hence

$$\Phi_L=\frac1{8\pi^2\beta^4}\iint\frac R{q^2},\qquad \Phi_T=-\frac1{8\pi^2\beta^4}\iint\frac T{q^2-\omega^2}.$$

**Traces.** From $\mathrm{Tr}\,h_ph_k=4(1+\mathbf p\cdot\mathbf k)$,
$R=1+(1+\mathbf p\cdot\mathbf k)/(EE')$. From $\sum_i\alpha_i\alpha_j\alpha_i=-\alpha_j$ and $\sum_i\alpha_i\gamma_0\alpha_i=-3\gamma_0$,

$$S=\sum_i\mathrm{Tr}\,\Lambda_p\alpha_i\Lambda_k\alpha_i=3-\frac{3+\mathbf p\cdot\mathbf k}{EE'}.$$

Because $\boldsymbol\alpha\cdot\mathbf q=h_p-h_k$, one has $\Lambda_p(\boldsymbol\alpha\cdot\mathbf q)\Lambda_k=\omega\Lambda_p\Lambda_k$. This is current conservation; it gives $T=S-\omega^2R/q^2$, and the bracket becomes $(R-S)/(q^2-\omega^2)$. With $X=EE'-\mathbf p\cdot\mathbf k$, $R-S=2(2-X)/(EE')$ and $q^2-\omega^2=2(X-1)$, so

$$\Phi_0=\frac1{8\pi^2\beta^4}\iint\frac{d^3p\,d^3k}{EE'}\left[\frac1{X-1}-1\right].$$

**Total factor.** Put $p=\sinh a$, $k=\sinh b$. Then $\int d^3p/E=4\pi J$ with $J=\int_0^A\sinh^2a\,da=(\beta\eta-A)/2$. The angular integral of $1/(X-1)$ is $16\pi^2\lambda/(\sinh a\sinh b)$, with $\lambda(a,b)=\ln|\sinh\frac{a+b}2/\sinh\frac{a-b}2|$. Thus

$$\Phi_0=\frac2{\beta^4}(I-J^2),\qquad I=\int_0^A\!\!\int_0^A\sinh a\,\sinh b\;\lambda\,da\,db.$$

Here $dI/dA=2\sinh A\int_0^A\sinh b\,\lambda(A,b)\,db$. Integrate by parts with $\cosh b-\cosh A$; the boundary terms vanish, and $\partial_b\lambda=\sinh A/(\cosh A-\cosh b)$. The inner integral is $A\sinh A$, so $dI/dA=2A\beta^2$. Since $dJ/dA=\beta^2$,

$$\frac d{dA}\left(\frac{\beta^4}2-2J^2\right)=2\beta^3\eta-4J\beta^2=2A\beta^2.$$

Both expressions vanish at $A=0$, so $I=\beta^4/2-2J^2$ and $\Phi_0=1-6J^2/\beta^4$. As $w=2J/\beta^2$, this is the stated form.

**Coulomb factor.** Insert $1+\mathbf p\cdot\mathbf k=(E^2+E'^2-q^2)/2$ in $R$. The $q^2$ term contributes $-J^2/\beta^4$, and symmetry in $p,k$ gives

$$\Phi_L=\frac12+\frac{N-J^2}{\beta^4},\qquad N=\iint pk\frac{E_p}{E_k}L\,dp\,dk.$$

Differentiating both upper limits,

$$N'=\beta\eta\int_0^\beta\frac{kL(\beta,k)}{E_k}dk+\frac\beta\eta\int_0^\beta kE_kL(\beta,k)dk.$$

Integrate by parts with $E_k-\eta$ and $(E_k^3-\eta^3)/3$, using $\beta^2-k^2=\eta^2-E_k^2$. With $H=\int_0^\beta dk/(\eta+E_k)$, the two integrals are $2\beta H$ and

$$\frac{2\beta}3\int_0^\beta\left[E_k+\frac{\eta^2}{\eta+E_k}\right]dk=\frac{2\beta}3\left[\frac{\beta\eta+A}2+\eta^2H\right].$$

For $H$ put $k=\sinh b$:

$$H=A-\eta\int_0^A\frac{db}{\cosh A+\cosh b}=A-\frac\eta\beta\ln\eta,$$

because $\ln[\cosh\frac{A+b}2/\cosh\frac{A-b}2]$ has $b$-derivative $\sinh A/(\cosh A+\cosh b)$. Therefore

$$N'=\tfrac83\beta^2\eta A-\tfrac83\beta\eta^2\ln\eta+\tfrac13\beta^3+\frac{\beta^2A}{3\eta}.$$

The integral vanishing at $\beta=0$ is

$$N=\tfrac13\beta^4+\tfrac13\beta^2+\tfrac23\beta^3\eta A-\tfrac23\eta^4\ln\eta-J^2.$$

To verify, the derivatives of the five terms are, in order,

- $\frac43\beta^3$ and $\frac23\beta$;
- $2\beta^2\eta A+\frac23\beta^4A/\eta+\frac23\beta^3$;
- $-\frac83\beta\eta^2\ln\eta-\frac23\beta\eta^2$;
- $-\beta^3+\beta^2A/\eta$, from $dJ/d\beta=\beta^2/\eta$.

With $\beta^4=\beta^2(\eta^2-1)$ and $\eta^2=1+\beta^2$ their sum is $N'$. Inserting $N$ in $\Phi_L$, with $2J^2/\beta^4=w^2/2$ and $2\ln\eta=\ln(1+t)$, gives the closed form; $\Phi_T=\Phi_0-\Phi_L$.

## The series

The function $y=A/\eta$ satisfies $(1+\beta^2)y'+\beta y=1$. Inserting $y=\sum s_n\beta^{2n+1}$ gives $s_0=1$ and $(2n+1)s_n=-2n\,s_{n-1}$. So $s_n=(-1)^n\sigma_n$, with $\sigma_n$ as in the pseudocode, and $A/(\beta\eta)=\sum s_nt^n$.

Three expansions follow. First, $\eta A/\beta=(1+t)\sum s_nt^n$ has coefficients $s_n+s_{n-1}=-s_n/(2n)$ for $n\ge1$. Second, $d(A^2)/dt=A/(\beta\eta)$, hence $A^2/t=\sum s_nt^n/(n+1)$. Third, for $m\ge3$ the coefficient of $t^m$ in $(1+t)^2\ln(1+t)$ is

$$(-1)^{m-1}\left[\frac1m-\frac2{m-1}+\frac1{m-2}\right]=\frac{2(-1)^{m-1}}{m(m-1)(m-2)},$$

and the lower terms are $t+\frac32t^2$.

Now $tw^2=1+t-2\eta A/\beta+A^2/t$. Its coefficients of $t^0$ and $t^1$ vanish. For $m\ge2$ the coefficient is

$$-\frac{2s_{m-1}}{2m+1}+\frac{s_m}{m+1}=-\frac{s_{m-1}}{2m+1}\left[2+\frac{2m}{m+1}\right]=-\frac{2s_{m-1}}{m+1}.$$

So $w^2$ has coefficients $-2s_n/(n+2)$, and $\Phi_0$ has $3s_n/(n+2)$.

In $\Phi_L$ the poles $\pm1/(3t)$ cancel and the constant is $\frac56+\frac23-\frac12=1$. For $n\ge1$ the coefficient is

$$-\frac{s_n}{3n}+\frac{2(-1)^n}{3n(n+1)(n+2)}+\frac{s_n}{n+2},$$

which is `aL[n]`. Subtracting it from $3s_n/(n+2)$ gives `aT[n]`. The first terms are

$$\Phi_0=1-\tfrac23t+\tfrac25t^2-\dots,\quad \Phi_L=1-\tfrac19t+\tfrac{13}{180}t^2-\dots,\quad \Phi_T=-\tfrac59t+\tfrac{59}{180}t^2-\dots$$

To leading order both parts weaken exchange, the transverse part five times as much as the Coulomb part. The branch point $\eta=0$, at $t=-1$, sets the radius of convergence at $|t|=1$, so the series diverge for $\beta>1$.

**Alternation and decrease.** The signs alternate; the magnitudes also decrease:

- For $\Phi_0$ this is immediate, since $\sigma_n$ decreases.
- For $\Phi_L$, the piece $1/[n(n+1)(n+2)]$ decreases. The piece $(n-1)\sigma_n/[n(n+2)]$ has successive ratio $(2n^3+4n^2)/(2n^3+7n^2-9)<1$ for $n\ge2$. The first step is $\frac19>\frac{13}{180}$.
- For $\Phi_T$, the magnitude is $(f_n-g_n)/3$ with $f_n=(7n+2)\sigma_n/[n(n+2)]$ and $g_n=2/[n(n+1)(n+2)]$. Then

$$f_n-f_{n+1}=\frac{3\sigma_n(7n^2+15n+6)}{n(n+2)(n+3)(2n+3)},\qquad g_n-g_{n+1}=\frac6{n(n+1)(n+2)(n+3)}.$$

The first exceeds the second if $\sigma_n(n+1)(7n^2+15n+6)>4n+6$. This holds because $\sigma_n\ge1/(n+1)$, by induction: $\sigma_n\ge\frac1n\frac{2n}{2n+1}\ge\frac1{n+1}$.

For $\beta<1$ the truncation error therefore has the sign of the first omitted term and is smaller than it.

## Error bound of the series branch

Write one of the corrections $\Phi_0-1$, $\Phi_L-1$, $\Phi_T$ as $t\,p_1$, with $p_N=a_N$ and $p_k=a_k+tp_{k+1}$. Alternation and decrease give $(1-t)|a_k|\le|p_k|\le|a_k|$. Let $e_k$ be the absolute error of the computed $p_k$. Coefficient rounding and the addition cost at most $2u|a_k|$; the rounding of $t$ and the product cost at most $2ut|a_k|$. Thus

$$e_k\le2(1+t)u|a_k|+te_{k+1}\quad\Rightarrow\quad e_1\le\frac{2(1+t)}{1-t}u|a_1|.$$

Divide by $|p_1|\ge(1-t)|a_1|$, add $2u$ for the final product with rounded $t$, and add truncation. The relative error of the correction is at most

$$u\left[2+\frac{2(1+t)}{(1-t)^2}\right]+\frac{|a_{N+1}|\,t^N}{(1-t)|a_1|}.$$

The rounding part is independent of $N$. At $\beta=\frac12$ it is $6.44u$. With $N=25$, the smallest order whose truncation bound is below $u$ for all three series, the total is $7.6\times10^{-16}$. The largest error found in the test sample was $2.6\times10^{-16}$. Forming $\Phi_0$ or $\Phi_L$ adds one rounding of the result.

## How the closed forms fail

How many digits are lost depends on the factor and on the coding. Suppose first that $A$ is coded as $\ln(\beta+\eta)$ and $\ln(1+t)$ as $2\ln\eta$. Both arguments are near 1 and carry absolute errors of order $u$, which the logarithms inherit.

- In $\ell$ the error is multiplied by about $2/(3\beta^4)$, so $\Phi_L$ has error of order $u/\beta^4$. Relative to $\Phi_T\approx-\frac59\beta^2$ it is of order $u/\beta^6$.
- In $w\approx\frac23\beta$ the error is $\varepsilon\sim u/\beta^2$. It changes $\Phi_0$ by $-3w\varepsilon-\frac32\varepsilon^2$, of orders $u/\beta$ and $u^2/\beta^4$.

With `asinh` and `log1p` the functions have small relative errors. The poles $1/(3t)$ then leave an error of order $u/\beta^2$ in $\Phi_L$, and $u/\beta^4$ relative to $\Phi_T$. The error of $w$ is of order $u/\beta$, so the linear change of $\Phi_0$ is only of order $u$. The correction $\Phi_0-1$ has relative error of order $u/\beta^2$.

The measured powers agree with these estimates. The largest sampled $\beta$ with a relative error of 100% or more was:

| quantity | logarithms | `asinh`, `log1p` |
|---|---|---|
| $\Phi_0$ | $1.8\times10^{-8}$ | not lost |
| $\Phi_0-1$ | not measured | $1.8\times10^{-8}$ |
| $\Phi_L$ | $9.8\times10^{-5}$ | $1.2\times10^{-8}$ |
| $\Phi_T$ | $2.4\times10^{-3}$ | $1.3\times10^{-4}$ |

"Not lost" refers to the tested range $10^{-7}\le\beta\le0.5$, where the absolute error of $\Phi_0$ at 400 sampled points stayed below $4.3u$; denser sampling of the same range reaches about $6u$.

## Closed-branch bound and the switch

Assume `asinh` and `log1p` are good to 2 units in the last place, at most $4u$ relative. Counting roundings, $\eta$ carries $2u$ and $1/(3t)$ carries $3u$. For $g$ the count is $2+4+1+1+1=9$: $\eta$, $A$, product, denominator, division. For $\ell$ it is $5+5+1+4+1=16$: $(1+t)^2$, logarithm with its argument, product, denominator, division. The four additions of $\Phi_T$ add at most $4u$ times the sum of magnitudes, so $20u$ covers each term except $w^2$.

For $w$, the errors $2u\eta$ and $5uA/\beta$ sum to at most $7u\eta$, since $A/\beta\le\eta$. Division by $\beta$, with the subtraction and division roundings, gives $7u\eta/\beta+2uw$. Squaring doubles this and multiplies it by $w$; one product and four additions bring the $w^2$ coefficient to 9, rounded up to 10:

$$|\delta\Phi_T|\le u\left\{20\left[\tfrac16+\frac1{3t}+g+\ell\right]+\frac{14w\eta}\beta+10w^2\right\}.$$

The same count bounds $\Phi_L$ with $\frac56$ for $\frac16$ and the last two terms halved. For $\Phi_0$ it gives $u(21w\eta/\beta+9w^2+1)$, an absolute bound. A relative one is impossible for all $\beta$: $w\to1$ as $\beta\to\infty$, so $\Phi_0\to-\frac12$ and passes through zero.

The threshold follows from a target. Requiring a relative bound of $10^{-13}$ for $\Phi_T$ gives $\beta\ge0.472$, and $\frac12$ is the round choice. An earlier switch saves terms but weakens the guarantee:

| switch $\beta$ | terms | closed $\Phi_T$ bound |
|---|---|---|
| 0.1 | 8 | $2.8\times10^{-11}$ |
| 0.25 | 13 | $8.3\times10^{-13}$ |
| 0.5 | 25 | $8.4\times10^{-14}$ |

On a grid of 200 points from $\beta=0.5$ to 10 the bound did not exceed its value at the switch. This scan is not a proof between points, and larger $\beta$ was not examined. In a separate random sample over the same range the largest error of $\Phi_T$, relative to $|\Phi_T|$, was $6.3\times10^{-15}$, so the bound is pessimistic.

## Implementation hazards

- Vectorized code that evaluates both branches before selecting divides by zero at $\beta=0$. Clamp the closed-branch argument to at least $\frac12$.
- The bounds assume the written order of operations, no underflow of $t$ and no overflow of intermediate products.
- At $\beta=\frac12$ the two branches differ in $\Phi_T$ by $2.3\times10^{-15}$ relative, or $2.8\times10^{-16}$ absolute; at neighbouring arguments rounding changes the difference, which reaches about $9\times10^{-16}$ absolute just above the switch. A finite difference of step $h$ across the switch contains the absolute jump divided by $h$.
- An input error in $\beta$ is outside the bounds. Since $\Phi_T\propto\beta^2$ at small $\beta$, it enters there with a factor of two.

## Worked example

Take three round model densities. The nonrelativistic exchange energy per electron is $-3k_F/(4\pi)$ hartree with $k_F=(3\pi^2n)^{1/3}$ in $a_0^{-1}$.

**$n=10^{-3}\,a_0^{-3}$.** Here $k_F=0.309367\,a_0^{-1}$ and $\beta=0.309367\times0.007297353=2.25756\times10^{-3}$. The leading term $-\frac59\beta^2=-2.8314\times10^{-6}$ already agrees with the series value $\Phi_T=-2.8314\times10^{-6}$. In one run the logarithmic coding returned $-4.374\times10^{-6}$, which is 54% too large in magnitude. That value is rounding noise and depends on digits of $\beta$ beyond those printed: within $\pm0.1\%$ of this $\beta$ the relative error has median 50% and reaches 150%, while at single points it can fall below 1%. The transverse energy is $(-0.0738559)(-2.8314\times10^{-6})=2.091\times10^{-7}$ hartree, so the absolute energy error is small; the factor itself is unusable.

**$n=1\,a_0^{-3}$.** Now $\beta=0.0225756$ and $\Phi_T=-2.8305767\times10^{-4}$. The logarithmic value in the same run, $-2.8305749\times10^{-4}$, is off by $6\times10^{-7}$ relative; within $\pm0.1\%$ of this $\beta$ the median error is $5\times10^{-7}$ and the largest $1.5\times10^{-6}$. A tenfold increase of $\beta$ has recovered about six digits. This is the gain expected on average from the $u/\beta^6$ estimate; the rounding error at any single $\beta$ scatters about that estimate, so the closeness of this particular ratio is not guaranteed.

**$n=10^5\,a_0^{-3}$.** This lies above the switching density $1.086\times10^4\,a_0^{-3}$. With $\beta=1.04787$ the closed branch gives $\Phi_L=0.92740$ and $\Phi_T=-0.37973$, hence $\Phi_0=0.54767$. The exchange energy per electron changes from $-34.2809$ to $-34.2809\times0.54767=-18.775$ hartree. Of this weakening, $13.018$ hartree is transverse.

The numerical check compares the closed forms with a momentum integral built from explicit Dirac matrices, and both branches with 100-digit arithmetic.

## Calculated quantities

```
unit roundoff u = 1.1102e-16
quadrature minus closed, max = 6.1e-11
Phi_0 coefficients t..t^4: -2/3, 2/5, -48/175, 64/315
Phi_L coefficients t..t^4: -1/9, 13/180, -163/3150, 149/3780
Phi_T coefficients t..t^4: -5/9, 59/180, -701/3150, 619/3780
error ~ beta^-p; beta_lost: largest beta with 100% error
literal Phi_0: p = 1.01, beta_lost = 1.79e-08
literal Phi_L: p = 4.04, beta_lost = 9.77e-05
literal Phi_T: p = 6.05, beta_lost = 2.37e-03
stable Phi_L: p = 1.99, beta_lost = 1.22e-08
stable Phi_T: p = 3.99, beta_lost = 1.29e-04
stable Phi_0-1: p = 2.02, beta_lost = 1.82e-08
literal Phi_0 below 1e-6: p = 3.96
u^(1/2), u^(1/4), u^(1/6) = 1.05e-08, 1.03e-04, 2.19e-03
stable Phi_0 max error, beta 1e-7..0.5 = 4.29 u
target relative bound for Phi_T = 1e-13
smallest admissible switch beta = 0.4716
chosen switch beta = 0.5, series terms N = 25
truncation bound at switch = 4.22e-17
series rounding bound = 6.44 u
series total relative bound = 7.58e-16
series worst measured relative error = 2.64e-16
beta 0.1: closed Phi_T bound 2.8e-11, terms needed 8
beta 0.25: closed Phi_T bound 8.3e-13, terms needed 13
beta 0.5: closed Phi_T bound 8.4e-14, terms needed 25
closed Phi_T max bound, beta 0.5..10 = 8.44e-14
closed Phi_T worst measured error = 6.26e-15
relative jump of Phi_T at switch = 2.3e-15
fine-structure constant = 0.007297353
density at switch = 1.0864e+04 a0^-3
n = 1e-03 a0^-3: k_F = 0.309367 a0^-1, beta = 2.257558e-03
  Phi_0 = 0.999996602297, Phi_L = 0.999999433716
  Phi_T = -2.8314192535e-06, literal -4.3740788895e-06
  e_x nonrel = -0.07385588 Eh, e_x total = -0.07385563 Eh
  e_x transverse = 2.091170e-07 Eh
n = 1e+00 a0^-3: k_F = 3.093668 a0^-1, beta = 2.257558e-02
  Phi_0 = 0.999660332532, Phi_L = 0.999943390198
  Phi_T = -2.8305766584e-04, literal -2.8305748782e-04
  e_x nonrel = -0.73855877 Eh, e_x total = -0.73830790 Eh
  e_x transverse = 2.090547e-04 Eh
n = 1e+05 a0^-3: k_F = 143.595336 a0^-1, beta = 1.047866e+00
  Phi_0 = 0.547667183708, Phi_L = 0.927399460153
  Phi_T = -3.7973227644e-01, literal -3.7973227644e-01
  e_x nonrel = -34.28086123 Eh, e_x total = -18.77450272 Eh
  e_x transverse = 1.301755e+01 Eh
```
